# Why an even-transmission nanocontact has zero thermopower but conducts heat

A conducting filament in a resistive memory can be a few nanometres long and still join two electrodes at different temperatures. Electrons carry both charge and heat through it, so one might expect a temperature difference to drive a current or, if no current can flow, to build up a voltage. Yet for one class of contacts the voltage is zero while electronic heat still flows. The reason lies in how the contact treats electrons above and below the chemical potential.

## Two flows and three moments

Let the contact be phase coherent: an electron crosses it without exchanging energy. The left and right reservoirs have temperatures $T_L,T_R$ and chemical potentials $\mu_L,\mu_R$, with mean values $T$ and $\mu$. Write $\varepsilon=E-\mu$, and let $\mathcal T(\varepsilon)\ge 0$ be the transmission, the same in both directions. The elementary charge is $e>0$, so an electron has charge $-e$.

In one channel, the states in $dk$ supply electrons at the rate $v\,dk/2\pi=dE/h$, because $v=\hbar^{-1}dE/dk$. With a factor 2 for spin, the net particle flow from left to right is

$$N=\frac{2}{h}\int \mathcal T\,(f_L-f_R)\,dE .$$

An electron leaving a reservoir removes heat equal to its energy minus the chemical potential. To first order in the differences between the reservoirs, the heat flow is therefore

$$Q=\frac{2}{h}\int \varepsilon\,\mathcal T\,(f_L-f_R)\,dE .$$

Using $\mu_L$ or $\mu_R$ instead of $\mu$ changes $Q$ only at second order.

The Fermi function depends on $(E-\mu)/k_BT$. With $f'=\partial f/\partial E$, this gives $\partial f/\partial\mu=-f'$ and $\partial f/\partial T=(\varepsilon/T)(-f')$. For $\Delta\mu=\mu_L-\mu_R$ and $\Delta T=T_L-T_R$,

$$f_L-f_R=(-f')\left(\Delta\mu+\frac{\varepsilon}{T}\Delta T\right).$$

Define the moments $K_n=\int\mathcal T\,\varepsilon^n(-f')\,d\varepsilon$. Then

$$N=\frac2h\left(K_0\Delta\mu+K_1\frac{\Delta T}{T}\right),\qquad
Q=\frac2h\left(K_1\Delta\mu+K_2\frac{\Delta T}{T}\right).$$

A change of $\mathcal T$ caused by the small drives would multiply a difference $f_L-f_R$ that is already first order, so it does not enter here.

The voltage difference obeys $\Delta\mu=-e\,\Delta V$, and the electric current is $-eN$. At $\Delta T=0$ the conductance is $G=2e^2K_0/h$. At open circuit $N=0$, so $\Delta\mu=-(K_1/K_0)\Delta T/T$. The thermopower and the heat conductance follow:

$$S=-\left.\frac{\Delta V}{\Delta T}\right|_{N=0}=\frac{\Delta\mu}{e\,\Delta T}=-\frac{K_1}{eTK_0},\qquad
\kappa=\frac{Q}{\Delta T}=\frac{2}{hT}\left(K_2-\frac{K_1^2}{K_0}\right).$$

With $\bar\varepsilon=K_1/K_0$, the bracket in $\kappa$ equals $\int\mathcal T(-f')(\varepsilon-\bar\varepsilon)^2d\varepsilon$. Thermopower thus measures the mean energy of the transmitted electrons relative to $\mu$, whereas heat conduction measures their spread about that mean. A distribution can have zero mean and a finite spread.

## What evenness does

The thermal weight is

$$-f'=\frac{1}{4k_BT\cosh^2(\varepsilon/2k_BT)},$$

which is even in $\varepsilon$. If $\mathcal T(\varepsilon)=\mathcal T(-\varepsilon)$, the integrand of $K_1$ is odd and that of $K_2$ is non-negative. Hence

$$K_1=0,\qquad S=0,\qquad \kappa=\frac{2K_2}{hT}>0 .$$

The inequality fails only if the contact transmits nothing away from $\varepsilon=0$.

Heating the left reservoir adds electrons above $\mu$ and removes them below. Above $\mu$, electrons therefore flow from hot to cold. Below $\mu$, the cold side has more electrons, and they flow from cold to hot. Equal transmission at $\pm\varepsilon$ makes the two particle flows equal and opposite, so their charges cancel.

Their heats add. An electron above $\mu$ takes positive heat out of the hot reservoir. An electron arriving there below $\mu$ brings negative heat, which also cools the hot reservoir. Both the direction of flow and the sign of $\varepsilon$ have reversed, so their product has not.

The cancellation does not need a small temperature difference. At equal chemical potentials, $f(-\varepsilon)=1-f(\varepsilon)$ holds at each temperature, so $f_{\rm hot}-f_{\rm cold}$ is odd and has the sign of $\varepsilon$. The current is zero at zero voltage and the heat flow is positive, provided that $\mathcal T$ remains even under the large difference.

## A contact with an even transmission

Consider one level of energy $\varepsilon_0$ at site 0, joined to a chain on each side. Neighbouring chain sites have hopping amplitude $-J$; the links from site 0 to sites $\pm1$ have amplitude $-t'$. In the chains $E=-2J\cos k$, with $0<k<\pi$. A wave incident from the left gives

$$\psi_n=e^{ikn}+re^{-ikn}\ (n\le-1),\qquad \psi_n=\tau e^{ikn}\ (n\ge1).$$

At site 1, $E\psi_1=-J\psi_2-t'\psi_0$. Since $E\tau e^{ik}=-J\tau(e^{2ik}+1)$, this requires $t'\psi_0=J\tau$. The same argument at site $-1$ gives $t'\psi_0=J(1+r)$, so $r=\tau-1$. At site 0,

$$(E-\varepsilon_0)\psi_0=-t'(\psi_1+\psi_{-1})=-t'(2\tau e^{ik}-2i\sin k).$$

Insert $\psi_0=J\tau/t'$, multiply by $t'/J$ and set $g=t'^2/J$:

$$\tau=\frac{2ig\sin k}{E-\varepsilon_0+2ge^{ik}} .$$

The two chains are identical, so $\mathcal T=|\tau|^2$. Using $2g\cos k=-gE/J$,

$$\mathcal T=\frac{W^2}{[E(1-g/J)-\varepsilon_0]^2+W^2},\qquad W=2g\sqrt{1-\frac{E^2}{4J^2}} .$$

With the chemical potential at the band centre, $\mu=0$, and the level there too, $\varepsilon_0=0$, this is even. For a wide band, $J\to\infty$ at fixed $g$, it becomes

$$\mathcal T=\frac{w^2}{\varepsilon^2+w^2},\qquad w=2g,$$

where $w$ is the half width at half maximum. Writing $\varepsilon^2\mathcal T=w^2(1-\mathcal T)$ and using $\int(-f')d\varepsilon=1$ gives

$$K_2=w^2(1-K_0),\qquad \kappa=\frac{2w^2}{hT}(1-K_0).$$

## Numbers for a filament

Take $w=0.10$ eV and $T=300$ K, for which $k_BT=25.85$ meV. The thermal average of the transmission is $K_0=0.8648$, and $2e^2/h=77.48\ \mu$S. Thus

$$G=77.48\times0.8648\ \mu{\rm S}=67.0\ \mu{\rm S},$$

$$K_2=(100\ {\rm meV})^2(1-0.8648)=1352\ {\rm meV}^2 .$$

Since $\kappa=(2e^2/h)K_2/(e^2T)$ and $K_2/e^2=1.352\times10^{-3}\ {\rm V}^2$,

$$\kappa=\frac{77.48\times10^{-6}\times1.352\times10^{-3}}{300}\ {\rm W/K}=0.349\ {\rm nW/K}.$$

With reservoirs at 305 and 295 K, the particle flow above $\mu$, multiplied by $e$, is 34.0 nA from hot to cold. Below $\mu$ it is 34.0 nA from cold to hot. Each part carries 1.746 nW of heat out of the hot side, 3.49 nW in all. For reservoirs at 600 and 300 K, with the transmission held fixed, the open-circuit voltage is still zero and the heat flow is 114 nW.

## How much heat accompanies the charge

The ratio $\kappa/(GT)=K_2/(e^2T^2K_0)$ depends on the width of the resonance. For $w\gg k_BT$, $\mathcal T$ is nearly 1 in the thermal window. Then $K_0\to1$, and with $x=\varepsilon/k_BT$,

$$K_2\to(k_BT)^2\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx
=4(k_BT)^2\int_0^\infty\frac{x\,dx}{e^x+1}=\frac{\pi^2}{3}(k_BT)^2 .$$

The middle step uses evenness and integration by parts. The last expands $1/(e^x+1)$ in powers of $e^{-x}$, giving $4\sum_{n\ge1}(-1)^{n+1}/n^2=\pi^2/3$. The ratio is then the Wiedemann–Franz value $(\pi^2/3)(k_B/e)^2$.

For $w\ll k_BT$, the thermal weight is nearly $1/4k_BT$ across the resonance. Hence $K_0\to\pi w/4k_BT$ and $K_2\to w^2$, so

$$\frac{\kappa}{GT}\to\frac{4w}{\pi k_BT}\left(\frac{k_B}{e}\right)^2 .$$

A very narrow resonance passes charge with little heat, because most of the electrons it transmits lie within a few $w$ of $\mu$. The heat that remains is carried mainly by the tails of the resonance, where $\varepsilon^2\mathcal T\approx w^2$ out to energies of order $k_BT$. The worked contact lies between the limits, at $2.34\,(k_B/e)^2$ compared with $3.29\,(k_B/e)^2$ for a flat transmission.

## Losing the zero

Move the level to $\varepsilon=\delta$, keeping $w$ and $T$ fixed. Differentiating $w^2/[(\varepsilon-\delta)^2+w^2]$ at $\delta=0$ gives

$$\left.\frac{dK_1}{d\delta}\right|_0=\int\frac{2\varepsilon^2w^2}{(\varepsilon^2+w^2)^2}(-f')\,d\varepsilon>0 .$$

Because $K_1=0$ at the start, the change of $K_0$ does not affect the first-order change of $S$. A level slightly above $\mu$ therefore gives negative $S$, here with slope $-0.71\ \mu$V/K per meV. At $\delta=20$ meV, $S=-14.2\ \mu$V/K, while $\kappa$ falls by only about 1%, to 0.346 nW/K.

A stronger asymmetry is a step: $\mathcal T=0$ below $\mu$ and 1 above. Then $K_0=1/2$, and integration by parts gives $K_1=\int_0^\infty f\,d\varepsilon=k_BT\ln2$. Therefore $S=-2\ln2\,k_B/e=-119.5\ \mu$V/K: the cancelling flow below $\mu$ has been removed.

Zero thermopower at one temperature does not, however, prove evenness. With $\theta=k_B\times300$ K, consider the fixed transmission

$$\mathcal T=\frac12+\frac14\left[\tanh\frac{\varepsilon}{\theta}-c\tanh\frac{\varepsilon}{4\theta}\right].$$

Choosing $c$ so that $K_1=0$ at 300 K makes $S$ vanish there, but the same contact has $S=21\ \mu$V/K at 600 K. Its positive and negative contributions balance for one thermal weight and not for the other.

## The model beside a real memory cell

The chosen width gives a conductance near $2e^2/h$, as can occur in a thin filament in hafnium oxide, but the single level is a model and not a computed defect. A width of 0.1 eV requires conducting material close to the level on both sides: a tunnelling estimate gives about 0.3 to 0.9 nm for barriers of 0.5 to 2 eV and masses of 0.1 to 0.7 electron masses. So the level can stand only for the narrowest point of a filament, not for its whole length. Nothing in a real filament need hold its level at $\mu$. An offset of 7 meV already produces $5\ \mu$V/K, a rough size for the thermopower of metal leads, which add their own contribution to a measured voltage. A rough charging energy is $e^2/(4\pi\epsilon_{\rm vac}\epsilon_r a)$, where $\epsilon_{\rm vac}$ is the vacuum permittivity, $\epsilon_r=20$ the relative permittivity of the oxide and $a=0.5$ nm the radius of the level. It is 0.14 eV. The level's density of states per spin peaks at $1/(\pi w)$, so the energy to compare with is $\pi w$. The charging energy is about half of that. The value $\epsilon_r=20$ includes the response of the ions, much of which is too slow to follow an electron that spends a few femtoseconds on the level, although the highest optical phonons approach $w$ in energy; with the electronic permittivity alone, about 4.5, the same formula gives 0.64 eV, about twice $\pi w$, while nearby metal screens the charge: image charges in two flat electrodes, each a distance $d$ from the level, multiply either value by roughly $1-(a/d)\ln2$, about 0.3 for $d=a$. Electron interaction may therefore matter, its size is uncertain, and its effect is not calculated here. Where it matters, the level that must sit at $\mu$ is the one that includes the charging shift.

The finite width of the band is a small correction. A chain hopping of 2.5 eV, instead of an infinitely wide band, raises $G$ by 0.4% and $\kappa$ by 1.3% and leaves $S=0$. In the wide-band limit $\tau=iw/(\varepsilon+iw)$ at $\varepsilon_0=0$; the energy derivative of its phase gives a delay $\hbar/w=6.6$ fs at resonance. This is short beside a rough inelastic time of 50 fs, though not vanishingly so: that time corresponds to an added broadening of about 7 to 13 meV, which, modelled as a third reservoir on the level that draws no net charge or heat, lowers $G$ by about 5 to 9% and $\kappa$ by about 2.5 to 5%, more than the finite band changes them. At an operating temperature of 358 K, with the level still at $\mu$, $\kappa$ is 0.369 nW/K.

The surrounding oxide matters far more for the total heat flow. A block 10 nm by 10 nm in section and 5 nm long, with a rough conductivity of 1 W/(m K), conducts about 20 nW/K, roughly 60 times the electronic $\kappa$. For this block and conductivity it is an upper estimate, because it omits the thermal resistance of the two interfaces with the electrodes; interface conductances of 300 to 50 MW/(m$^2$ K) would reduce it to between 9 and 2 nW/K, still 25 to 6 times $\kappa$. A measurement of total heat flow would mainly see the oxide.

A read voltage brings in Joule heat, which is second order in the voltage and so is absent from the linear flows above. At 0.10 V the current is $6.4\ \mu$A and the power about 640 nW. If the level stays midway between the two chemical potentials, $f_L-f_R$ is even about it, so the heat carried relative to the midpoint cancels and each electrode receives half, 320 nW. That is far above the 3.5 nW driven by a 10 K difference. The zero of thermopower removes the linear thermoelectric voltage of the contact; it does not keep the cell cool. The full set of values is in the numerical output below.

## Calculated quantities

```
temperature: 300 K
thermal energy kT: 25.85 meV
resonance half width: 0.1 eV
conductance quantum 2e2/h: 77.48 uS
K0: 0.8648 (no unit)
magnitude of K1: 0.000000 meV
K2: 1352 meV^2
G, even: 67.01 uS
magnitude of S, even: 0.000000 uV/K
kappa, even: 0.3492 nW/K
kappa/(G T), even: 2.339 (kB/e)^2
kappa/(G T), flat: 3.29 (kB/e)^2
kappa/(G T), width 0.001 kT: 0.001273 (kB/e)^2
hot reservoir: 305 K
cold reservoir: 295 K
e*N above mu, hot to cold: 34.01 nA
e*N below mu, hot to cold: -34.01 nA
heat flow from above mu: 1.746 nW
heat flow from below mu: 1.746 nW
total heat flow: 3.492 nW
level offset: 20 meV
G, offset level: 65.49 uS
S, offset level: -14.15 uV/K
kappa, offset level: 0.3456 nW/K
slope of S with offset: -0.7144 uV/K per meV
S, step opening at mu: -119.5 uV/K
600/300 K open voltage, even: 0.000000 mV
600/300 K heat flow, even: 114.3 nW
600/300 K dmu/e, offset level: -4.268 mV
uneven case, S at 300 K: 0.000000 uV/K
uneven case, S at 600 K: 21.13 uV/K
G at 358 K: 64.26 uS
kappa at 358 K: 0.3694 nW/K
chain hopping: 2.5 eV
finite band, change of G: 0.43 %
finite band, change of kappa: 1.3 %
rough relative permittivity: 20 (no unit)
rough level radius: 0.5 nm
charging energy: 0.14 eV
charging energy/(pi width): 0.46 
resonance delay: 6.6 fs
rough inelastic time: 50 fs
rough lead thermopower: 5 uV/K
offset giving that S: 7 meV
oxide gap: 5 nm
oxide side length: 10 nm
rough oxide conductivity: 1 W/(m K)
oxide heat bypass: 20 nW/K
bypass/kappa: 57 (no unit)
read bias: 0.1 V
read current: 6.4 uA
Joule heat to each side: 320 nW
read field: 0.2 MV/cm
rough oxide barrier: 2 eV
rough tunnelling mass: 0.2 electron masses
rough electrode Fermi wavenumber: 12 1/nm
oxide tunnelling, G/(2e2/h): 1e-11 (no unit)
```
